# Nonparabolic Subband Dispersion from the Kane Relation and a Mean Potential: a program that tests the result

```python
"""
Result under test: nonparabolic subband dispersion used in device simulators,
    E_n(k) = U_n + [sqrt(1 + 4 a (K_n + eps)) - 1] / (2 a),
with a = Kane nonparabolicity (1/eV), eps = hbar^2 k^2 / 2m,
E_n = parabolic level, U_n = <V> in the parabolic state, K_n = E_n - U_n.
It neglects the variance var_n = <V^2> - U_n^2.
References: (i) energy-dependent Kane equation
    (E-V)[1 + a(E-V)] psi = (T + eps) psi,
(ii) H = V + f(T + eps), f(x) = [sqrt(1+4ax)-1]/(2a),
(iii) linear two-band Hamiltonian with gap 1/a, at k = 0.
Units inside the program: eV and nm. Hard walls at both film surfaces.
"""
from types import SimpleNamespace
import numpy as np
from scipy import constants as sc
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

# rough typical inputs, regime of an InGaAs channel
mass_ratio = 0.043
alpha = 1.3               # 1/eV
width = 10.0              # nm
field_MV_cm = 0.3
density_cm2 = 2.0e12
permittivity = 14.0
barrier = 2.5             # eV
satellite = 0.5           # eV above the band edge
temperature = 300.0       # K

C = sc.hbar**2 / (2 * mass_ratio * sc.m_e) / sc.e * 1e18   # hbar^2/2m, eV nm^2
slope = field_MV_cm * 0.1                                  # eV/nm
density = density_cm2 * 1e-14                              # 1/nm^2
kT = sc.k * temperature / sc.e


def kane(x, a):
    """Conduction root of y(1 + a y) = x, in a form safe for small a."""
    return 2 * x / (1 + np.sqrt(1 + 4 * a * x))


def make_film(potential, length, size=80, nodes=400):
    """Parabolic subbands in a sine basis, with moments of V."""
    x, w = np.polynomial.legendre.leggauss(nodes)
    z, w = 0.5 * length * (x + 1), 0.5 * length * w
    q = np.arange(1, size + 1) * np.pi / length
    sine = np.sqrt(2 / length) * np.sin(np.outer(q, z))
    cosine = np.vstack([np.full(nodes, 1 / np.sqrt(length)),
                        np.sqrt(2 / length) * np.cos(np.outer(q, z))])
    v = potential(z)
    V = (sine * (w * v)) @ sine.T
    V2 = (sine * (w * v**2)) @ sine.T
    Vcos = (cosine * (w * v)) @ cosine.T
    T = C * q**2
    E, vec = np.linalg.eigh(np.diag(T) + V)
    rho = (vec.T @ sine)**2
    U = rho @ (w * v)
    var = rho @ (w * v**2) - U**2
    return SimpleNamespace(z=z, w=w, v=v, q=q, V=V, V2=V2, Vcos=Vcos, T=T,
                           E=E, vec=vec, rho=rho, U=U, K=E - U, var=var,
                           size=size, length=length)


def formula(film, n, eps=0.0, a=alpha):
    return film.U[n] + kane(film.K[n] + eps, a)


def corrected(film, n, eps=0.0, a=alpha):
    return film.U[n] + kane(film.K[n] + eps - a * film.var[n], a)


def kane_operator(film, energy, eps, a):
    one = np.eye(film.size)
    right = (energy + a * energy**2) * one \
        - (1 + 2 * a * energy) * film.V + a * film.V2
    return np.diag(film.T + eps) - right


def energy_dependent(film, n, eps=0.0, a=alpha):
    def level(energy):
        return np.linalg.eigvalsh(kane_operator(film, energy, eps, a))[n]
    return brentq(level, film.v.min(), film.E[n] + eps, xtol=1e-13)


def root_operator(film, n, eps=0.0, a=alpha):
    return np.linalg.eigvalsh(np.diag(kane(film.T + eps, a)) + film.V)[n]


def two_band(film, n, a=alpha):
    gap, size = 1 / a, film.size
    coupling = np.zeros((size + 1, size))
    coupling[np.arange(1, size + 1), np.arange(size)] = np.sqrt(gap * C) * film.q
    H = np.block([[film.V, coupling.T],
                  [coupling, film.Vcos - gap * np.eye(size + 1)]])
    return np.linalg.eigvalsh(H)[size + 1 + n]   # above size+1 valence states


film = make_film(lambda z: slope * z, width)

# parabolic level against a finite-difference grid
step = 0.005
grid = step * np.arange(1, round(width / step))
fd = eigh_tridiagonal(2 * C / step**2 + slope * grid,
                      np.full(grid.size - 1, -C / step**2),
                      select='i', select_range=(0, 0))[0][0]
assert abs(fd - film.E[0]) < 1e-5

# flat potential with an offset: the formula must be exact
flat = make_film(lambda z: 0.1 + 0 * z, width)
for n in (0, 1):
    for reference in (energy_dependent, root_operator, two_band):
        assert abs(reference(flat, n) - formula(flat, n)) < 1e-8

# moving the energy origin moves the formula rigidly
moved = make_film(lambda z: slope * z + 0.2, width)
assert abs(formula(moved, 0) - formula(film, 0) - 0.2) < 1e-9
naive = kane(film.E[0], alpha)
assert abs(kane(moved.E[0], alpha) - naive - 0.2) > 0.01

# triangular well: moments of V
wide = make_film(lambda z: slope * z, 30.0, size=100)
for n in (0, 1):
    assert abs(wide.U[n] / wide.E[n] - 2 / 3) < 1e-5
    assert abs(wide.var[n] / wide.E[n]**2 - 4 / 45) < 1e-5
kept = wide.K[0]**2 / (wide.K[0]**2 + wide.var[0])
assert abs(kept - 5 / 9) < 1e-4

# weak nonparabolicity: error is -a*var, independent of k and of ordering
weak = 1e-3
for n in (0, 1):
    for eps in (0.0, 0.2):
        for reference in (energy_dependent, root_operator):
            err = reference(film, n, eps, weak) - formula(film, n, eps, weak)
            assert abs(err / (-weak * film.var[n]) - 1) < 0.01
    err = two_band(film, n, weak) - formula(film, n, 0.0, weak)
    assert abs(err / (-weak * film.var[n]) - 1) < 0.01

# ordering of bounds for the lowest subband at the full nonparabolicity
assert film.v.max() - film.v.min() < 1 / (2 * alpha)
mean_root = film.U[0] + film.vec[:, 0]**2 @ kane(film.T, alpha)
for eps in (0.0, 0.05, 0.2):
    assert energy_dependent(film, 0, eps) < corrected(film, 0, eps) \
        < formula(film, 0, eps)
    mean = film.U[0] + film.vec[:, 0]**2 @ kane(film.T + eps, alpha)
    assert root_operator(film, 0, eps) < mean < formula(film, 0, eps)


# band-bottom masses from numerical derivatives dE/d(eps)
def bottom_mass(model):
    d = 1e-4
    return mass_ratio * 2 * d / (model(film, 0, d) - model(film, 0, -d))


mass_formula = mass_ratio * np.sqrt(1 + 4 * alpha * film.K[0])
assert abs(bottom_mass(formula) / mass_formula - 1) < 1e-6
exact = energy_dependent(film, 0)
state = np.linalg.eigh(kane_operator(film, exact, 0.0, alpha))[1][:, 0]
mass_identity = mass_ratio * (1 + 2 * alpha * (exact - state @ film.V @ state))
mass_exact = bottom_mass(energy_dependent)
assert abs(mass_exact / mass_identity - 1) < 1e-5

# space charge: one pass of Poisson's equation with the lowest-state density
zz = np.linspace(0, width, 2001)
psi = film.vec[:, 0] @ (np.sqrt(2 / width) * np.sin(np.outer(film.q, zz)))
charge = CubicSpline(zz, psi**2)
charge_slope = sc.e * density * 1e18 / (sc.epsilon_0 * permittivity) * 1e-9
double_integral = charge.antiderivative(2)
bent = make_film(lambda z: slope * z - charge_slope * double_integral(z), width)
curvature = -charge_slope * np.sum(bent.w * bent.rho[0] * charge(bent.z))
err = energy_dependent(bent, 0, 0.0, weak) - formula(bent, 0, 0.0, weak)
assert abs(err / (-weak * bent.var[0]) - 1) < 0.01
err = two_band(bent, 0, weak) - formula(bent, 0, 0.0, weak)
assert abs(err / (-weak * (bent.var[0] - 0.5 * C * curvature)) - 1) < 0.01

# finite barriers, channel mass everywhere; steps lie midway between nodes
pad = 3.0
zb = -pad + step * (np.arange(round((width + 2 * pad) / step)) + 0.5)
vb = slope * np.clip(zb, 0, width) + barrier * ((zb < 0) | (zb > width))
eb, sb = eigh_tridiagonal(2 * C / step**2 + vb,
                          np.full(zb.size - 1, -C / step**2),
                          select='i', select_range=(0, 0))
outside = np.sum(sb[(zb < 0) | (zb > width), 0]**2)

# filling at finite temperature, from the k-space definition
k = np.linspace(0, 2.0, 8001)


def fermi(energy, mu):
    return 1 / (1 + np.exp((energy - mu) / kT))


def filling(mu, n, a=alpha):
    return np.trapezoid(k / np.pi * fermi(formula(film, n, C * k**2, a), mu), k) \
        if hasattr(np, 'trapezoid') else \
        np.trapz(k / np.pi * fermi(formula(film, n, C * k**2, a), mu), k)


def chemical_potential(a):
    return brentq(lambda mu: sum(filling(mu, n, a) for n in range(3)) - density,
                  -0.5, 1.0)


mu = chemical_potential(alpha)
mu_parabolic = chemical_potential(0.0)
for n in (0, 1):       # closed-form density of states against the k integral
    x, w = np.polynomial.legendre.leggauss(300)
    energy = formula(film, n) + 0.5 * (x + 1)
    dos = (1 + 2 * alpha * (energy - film.U[n])) / (2 * np.pi * C)
    assert abs(np.sum(0.5 * w * dos * fermi(energy, mu)) / filling(mu, n) - 1) < 1e-4
upper_share = 1 - filling(mu, 0) / density
tunnel_margin = formula(film, 0) - (film.v.max() - 1 / alpha)


def show(label, value, unit, digits=2):
    print(f"{label}: {value:.{digits}f} {unit}")


show("band-edge mass", mass_ratio, "m0", 3)
show("Kane parameter", alpha, "1/eV")
show("film width", width, "nm", 1)
show("field", field_MV_cm, "MV/cm")
show("hbar^2/2m", C, "eV nm^2", 4)
show("potential drop across film", 1e3 * film.v.max(), "meV (last node)", 1)
for n in (0, 1):
    s = f"subband {n + 1} "
    show(s + "parabolic level E", 1e3 * film.E[n], "meV")
    show(s + "mean potential U", 1e3 * film.U[n], "meV")
    show(s + "mean kinetic energy K", 1e3 * film.K[n], "meV")
    show(s + "rms spread of V", 1e3 * np.sqrt(film.var[n]), "meV")
    show(s + "simulator formula", 1e3 * formula(film, n), "meV")
    show(s + "with variance kept", 1e3 * corrected(film, n), "meV")
    show(s + "energy-dependent Kane", 1e3 * energy_dependent(film, n), "meV")
    show(s + "V + f(T)", 1e3 * root_operator(film, n), "meV")
    show(s + "two-band", 1e3 * two_band(film, n), "meV")
show("subband 1 mean of V + f(T)", 1e3 * mean_root, "meV")
show("Kane applied to whole E1", 1e3 * naive, "meV")
show("triangular well, lowering kept", kept, "(fraction)", 4)
for kk in (0.25, 0.5):
    e = C * kk**2
    print(f"k = {kk} 1/nm: eps = {1e3 * e:.2f} meV; rise E1(k)-E1(0) in meV:")
    for name, model in (("formula", formula), ("energy-dependent", energy_dependent),
                        ("V + f(T)", root_operator)):
        show("  " + name, 1e3 * (model(film, 0, e) - model(film, 0)), "meV")
show("bottom mass, formula", mass_formula, "m0", 5)
show("bottom mass, energy-dependent", mass_exact, "m0", 5)
show("bottom mass, V + f(T)", bottom_mass(root_operator), "m0", 5)
print(f"sheet density: {density_cm2:.1e} cm^-2; permittivity: {permittivity:.0f} (relative)")
show("space charge: parabolic E1", 1e3 * bent.E[0], "meV")
show("space charge: formula E1", 1e3 * formula(bent, 0), "meV")
show("space charge: energy-dependent E1", 1e3 * energy_dependent(bent, 0), "meV")
show("space charge: two-band E1", 1e3 * two_band(bent, 0), "meV")
show("finite barrier height", barrier, "eV")
show("finite barrier: parabolic E1 shift", 1e3 * (eb[0] - film.E[0]), "meV")
show("finite barrier: probability outside", 100 * outside, "%")
print(f"temperature: {temperature:.0f} K; kT: {1e3 * kT:.2f} meV")
show("Fermi level, formula", 1e3 * mu, "meV")
show("Fermi level, parabolic", 1e3 * mu_parabolic, "meV")
show("electrons in subbands 2 and 3", 100 * upper_share, "%")
print(f"satellite edge: {satellite:.2f} eV; above Fermi level: {1e3 * (satellite - mu):.1f} meV")
show("E1 above highest valence edge", 1e3 * tunnel_margin, "meV", 1)
assert tunnel_margin > 0 and satellite > mu
print("all assertions hold")
```

Running it gives:

```
band-edge mass: 0.043 m0
Kane parameter: 1.30 1/eV
film width: 10.0 nm
field: 0.30 MV/cm
hbar^2/2m: 0.8860 eV nm^2
potential drop across film: 300.0 meV (last node)
subband 1 parabolic level E: 226.55 meV
subband 1 mean potential U: 128.66 meV
subband 1 mean kinetic energy K: 97.88 meV
subband 1 rms spread of V: 52.33 meV
subband 1 simulator formula: 216.52 meV
subband 1 with variance kept: 213.61 meV
subband 1 energy-dependent Kane: 213.28 meV
subband 1 V + f(T): 213.77 meV
subband 1 two-band: 213.94 meV
subband 2 parabolic level E: 502.88 meV
subband 2 mean potential U: 155.73 meV
subband 2 mean kinetic energy K: 347.16 meV
subband 2 rms spread of V: 78.00 meV
subband 2 simulator formula: 415.29 meV
subband 2 with variance kept: 410.55 meV
subband 2 energy-dependent Kane: 411.24 meV
subband 2 V + f(T): 411.29 meV
subband 2 two-band: 411.59 meV
subband 1 mean of V + f(T): 215.15 meV
Kane applied to whole E1: 183.01 meV
triangular well, lowering kept: 0.5556 (fraction)
k = 0.25 1/nm: eps = 55.38 meV; rise E1(k)-E1(0) in meV:
  formula: 43.11 meV
  energy-dependent: 42.97 meV
  V + f(T): 42.87 meV
k = 0.5 1/nm: eps = 221.51 meV; rise E1(k)-E1(0) in meV:
  formula: 154.92 meV
  energy-dependent: 153.87 meV
  V + f(T): 153.61 meV
bottom mass, formula: 0.05282 m0
bottom mass, energy-dependent: 0.05289 m0
bottom mass, V + f(T): 0.05303 m0
sheet density: 2.0e+12 cm^-2; permittivity: 14 (relative)
space charge: parabolic E1: 198.32 meV
space charge: formula E1: 189.67 meV
space charge: energy-dependent E1: 188.68 meV
space charge: two-band E1: 187.21 meV
finite barrier height: 2.50 eV
finite barrier: parabolic E1 shift: -23.73 meV
finite barrier: probability outside: 0.45 %
temperature: 300 K; kT: 25.85 meV
Fermi level, formula: 296.59 meV
Fermi level, parabolic: 337.50 meV
electrons in subbands 2 and 3: 0.41 %
satellite edge: 0.50 eV; above Fermi level: 203.4 meV
E1 above highest valence edge: 685.7 meV
all assertions hold
```
